Acoustic deformation-potential mobility is not generally the total phonon-limited mobility

**The argument under review**

The manuscript considers electrons in a semiconducting monolayer at 300 K. From the stiffness of the sheet, the band mass and the shift of the band edge under strain it obtains a mobility of 995 cm²/(V s), which it calls the phonon-limited mobility. Two reasons are given for stopping there. First, the strain response is said to contain the electron-phonon interaction already. Second, the other phonons have energies above k_BT and are said to be too costly to matter. The question is whether either reason holds.

I use Hartree atomic units, e = ħ = m_e = 1, and write T for the thermal energy k_BT in equations. The model has isotropic parabolic valleys, E = k²/(2m), a nondegenerate gas, a weak field, phonons held in thermal equilibrium, no defects, no piezoelectric coupling and no screening by free carriers. Scattering conserves spin, and different phonon modes scatter independently, so their rates add. The parameters are round model values: m = 0.5, stiffness C = 0.08 Ha/a0², areal mass density ρ = 10⁴ m_e/a0² and acoustic coupling D = 0.12 Ha. At 300 K, T = 9.500×10⁻⁴ Ha.

**What the acoustic formula contains**

A longitudinal acoustic wave of displacement u shifts the band edge by D∇·u. One phonon in area A has displacement amplitude 1/√(2ρωA), and the divergence supplies a factor q. With ω = cq,

|M|² = D²q²/(2ρωA) = D²q/(2ρcA).

Absorption carries the Bose number N and emission N + 1. If cq is small compared with T, both are close to T/(cq). Since C = ρc², the two processes together give

|M|²(2N + 1) ≈ [D²q/(2ρcA)]·[2T/(cq)] = D²T/(CA).

The wave number has cancelled, so scattering is isotropic, and the rate of momentum loss equals the total rate. If the phonon energy is also neglected in the energy balance, the density of final states per spin and valley is Am/(2π). The golden rule then gives

1/τ_ac = 2π·[D²T/(CA)]·[Am/(2π)] = mD²T/C,

μ_ac = τ_ac/m = C/(m²D²T).

For the stated values 1/τ_ac = 0.5 × 0.0144 × 9.500×10⁻⁴/0.08 = 8.550×10⁻⁵, and μ_ac = 23,391 atomic units. One atomic unit of mobility is 0.042544 cm²/(V s), which reproduces the manuscript's 995 cm²/(V s).

The approximations within this acoustic calculation are sound at 300 K. Keeping the phonon energy and the full Bose numbers lowers the momentum-loss rate at E = k_BT by 0.6% relative to the formula. The difficulty lies in what was left out.

The first reason fails on symmetry. A uniform strain preserves the translation symmetry of the crystal, so it cannot connect states of different crystal momentum, and its band-edge shift says nothing about scattering between valleys. Nor does it measure the coupling to optical vibrations, in which atoms of one cell move against each other. Such motion may accompany a static strain and then affects D, but the thermally excited optical phonons are separate modes with their own amplitudes.

**Intervalley and nonpolar optical scattering**

Let the coupling per unit displacement be a constant D₀ and the phonon energy a constant ω. Then |M|² = D₀²/(2ρωA), and the same density of states gives

1/τ = 2π·[D₀²/(2ρωA)]·[Am/(2π)]·[N + (N + 1)θ(E − ω)]
 = [mD₀²/(2ρω)]·[N + (N + 1)θ(E − ω)].

The step function θ expresses that an electron can emit a phonon only if it has the energy to do so.

To obtain a mobility, let a force F act along x and write the change of the distribution as δf = f₀Fv_xτ(E)/T. The driving term is F∂f₀/∂k_x = −Fv_xf₀/T. Isotropic scattering returns electrons with no preferred direction, so the collision term is −Γδf, where Γ is the total rate. Equating the two gives τ = 1/Γ. In two dimensions the density of states is constant and the angular average of v_x² is E/m. The mean velocity divided by F is therefore

μ = ∫(E/m)τe^(−E/T)dE / [T∫e^(−E/T)dE] = (1/m)∫₀^∞ x e^(−x) τ dx, x = E/T.

The weight of energies above E₀ = x₀T follows by parts:

∫_{x₀}^∞ x e^(−x)dx = (1 + x₀)e^(−x₀).

This answers the second reason. Take an intervalley phonon of 0.0010 Ha with D₀ = 0.05 Ha/a0 and one final valley, and an optical phonon of 0.0018 Ha with D₀ = 0.06 Ha/a0. Both energies exceed k_BT. Yet the transport weight above the first threshold is 0.716, and above the second 0.435. Those electrons can emit a phonon even if none is thermally present.

The prefactors mD₀²/(2ρω) are 6.25×10⁻⁵ for intervalley and 5.00×10⁻⁵ for optical scattering; the Bose numbers are 0.536 and 0.177. In units of 10⁻⁵, the acoustic, intervalley and optical rates add as follows:

below 0.0010 Ha: 8.55 + 3.35 + 0.88 = 12.79, weight 0.2836;
between the thresholds: 8.55 + 12.95 + 0.88 = 22.39, weight 0.2812;
above 0.0018 Ha: 8.55 + 12.95 + 6.77 = 28.27, weight 0.4353.

The last digits reflect rounding. The mobility is the weighted lifetime divided by m:

μ = (2218 + 1256 + 1540)/0.5 ≈ 10,026 atomic units, or 427 cm²/(V s).

This is already less than half the acoustic value, before any polar coupling. The highest of these rates is about 0.3 of k_BT and of the intervalley phonon energy, so in a real sheet collisions would blur the emission thresholds; the digits quoted here belong to the golden-rule model with sharp thresholds.

**Polar scattering**

In a polar sheet a longitudinal optical wave also carries an electric potential. Let its polarization per area have amplitude P. Its bound charge −∇·P has amplitude qP. The potential of a sheet charge of wave number q decays as e^(−q|z|) on both sides. The jump of its normal derivative, 2qφ = 4πσ, gives φ = 2πσ/q. The electrons of the sheet, with polarizability α per area, add the induced charge α∇²φ = −αq²φ. For a sheet in vacuum the amplitudes therefore satisfy

φ = (2π/q)(qP − αq²φ),
φ = 2πP/(1 + r₀q), r₀ = 2πα.

If Z is the effective charge, M_r the reduced mass of the vibration and Ω the cell area, then P = Zu/Ω. There are A/Ω cells, so one phonon has u² = Ω/(2M_rωA). Hence

|M|² = (2πZ/Ω)²·[Ω/(2M_rωA)]/(1 + r₀q)² = G²/[A(1 + r₀q)²],

G² = (2πZ)²/(2M_rωΩ).

I take Z = 1, M_r = 70,000, Ω = 40 a0², r₀ = 80 a0 and again ω = 0.0018 Ha, for a mode distinct from the nonpolar one. Then G² = 39.48/10,080 = 3.917×10⁻³. The field also acts back on the ions and raises ω² by 2πZ²q/[M_rΩ(1 + r₀q)]. This is less than 2πZ²/(M_rΩr₀), or 0.9% of ω², so a constant phonon energy is adequate here.

Polar scattering favours small q and changes the electron's energy. Its returning electrons retain some direction, and their contribution must be kept. Detailed balance, f₀(k)W(k→k′) = f₀(k′)W(k′→k), turns the Boltzmann equation into

v_x = Σ_{k′} W(k→k′)[v_xτ(E) − v′_xτ(E′)].

The rate depends on the angle θ between k and k′ through cosθ alone. The perpendicular part of v′ therefore cancels, and v′_x can be replaced by v_x(k′/k)cosθ. Dividing by v_x leaves

1 = Γ(E)τ(E) − a₊(E)τ(E + ω) − a₋(E)τ(E − ω),

a_± = mG²N_±⟨(k′/k)cosθ/(1 + r₀q)²⟩,

where N₊ = N, N₋ = (N + 1)θ(E − ω), k′ = √[2m(E ± ω)] and q² = k² + k′² − 2kk′cosθ. The brackets denote an average over θ. The total rate Γ contains the acoustic and nonpolar rates plus mG²ΣN_±⟨1/(1 + r₀q)²⟩. Energies differing by multiples of ω form a ladder of linear equations, solved numerically for each starting energy.

The mobility falls to 9040 atomic units, or 385 cm²/(V s). A stochastic calculation of the velocity correlation, without the ladder equations, gives 9043 ± 10 atomic units, where the uncertainty is one standard error. The manuscript's value is thus 2.59 times the total for this model.

**Why added scattering cannot raise the mobility**

The direction of the change does not depend on these parameters. Define ⟨φ|ψ⟩ = Σf₀φψ and the collision operator

(Kφ)(k) = Σ_{k′}W(k→k′)[φ(k) − φ(k′)].

By detailed balance K is symmetric, and

⟨φ|Kφ⟩ = ½Σ_{k,k′} f₀(k)W(k→k′)[φ(k) − φ(k′)]² ≥ 0.

The Boltzmann equation is Kφ = v_x, with φ = v_xτ, and μ = ⟨v_x|φ⟩/(T⟨1|1⟩). For any trial function ψ, the Cauchy-Schwarz inequality for the nonnegative form K gives

⟨ψ|v_x⟩² = ⟨ψ|Kφ⟩² ≤ ⟨ψ|Kψ⟩⟨φ|Kφ⟩ = ⟨ψ|Kψ⟩⟨φ|v_x⟩.

Equality holds at ψ = φ. Therefore

1/μ = T⟨1|1⟩ min_ψ ⟨ψ|Kψ⟩/⟨ψ|v_x⟩².

Now let K = ΣK_i and insert the minimizing function of the total problem. Each term is at least as large as its own separate minimum, so

1/μ ≥ Σ1/μ_i.

Every added mechanism with a finite separate mobility lowers the total. The inequality also shows that Matthiessen's rule, which replaces it by an equality, gives an upper estimate. With the separate acoustic, intervalley, optical and polar mobilities, in units of 10⁻⁵,

Σ1/μ_i = 4.275 + 3.573 + 0.712 + 0.806 = 9.366.

The estimate is 10,677 atomic units, 18% above the computed total.

The optical term shows how a separate mobility can mislead. Alone, it is (0.5647/8.85×10⁻⁶ + 0.4353/6.77×10⁻⁵)/0.5 ≈ 140,000 atomic units. About 91% of this comes from electrons below the emission threshold, which optical phonons scatter rarely. In the complete gas other phonons limit those electrons, and most of this large contribution is lost. It is not the largest source of the gap, however: adding the mechanisms in the order used here, the excess of 1.70 in 1/μ over the sum splits into 0.90 intervalley, 0.51 optical and 0.28 polar, in the same units.

In the sequence used here polar scattering removes about 10% of the preceding mobility, a modest amount. It need not be modest. At fixed phonon energy and screening length the polar rate is proportional to Z², so the separate polar mobility, 124,022 atomic units, is proportional to 1/Z². It equals μ_ac when Z² = 124,022/23,391 = 5.3, or Z ≈ 2.3. The inequality then says that acoustic and polar scattering together leave at most half of μ_ac. The bound on the relative shift of ω² is then about 5%, still small. The same reasoning for nonpolar optical scattering requires D₀² to grow by 140,493/23,391 = 6.0, or D₀ by about 2.5.

**Temperature, and a tempting repair**

Within this model the manuscript's reasoning becomes better at low temperature. This need not carry over to a polar sheet without an inversion centre, where acoustic waves also carry a piezoelectric potential that does not freeze out. Both N and the weight above a threshold fall nearly as e^(−ω/T), apart from a factor 1 + ω/T in the weight, while the acoustic rate falls only as T. The ratio of total to acoustic mobility is 0.98 at 50 K, 0.79 at 100 K and 0.39 at 300 K. At 50 K, however, the acoustic formula has its own error: at E = k_BT its momentum-loss rate is too high by about 4%. To first order the relative correction to the rate is (mc²/T)(E/2T − 2), which changes sign at E = 4k_BT; averaged with the transport weight it is −mc²/T. The formula therefore underestimates the acoustic mobility by about 2.5% at 50 K, slightly more than the 2% reduction from the other phonons. The ratio isolates the effect of those phonons because both mobilities use the same acoustic approximation.

The opposite limit is also instructive. When T greatly exceeds ω, nearly all of the transport weight lies above threshold and 2N + 1 ≈ 2T/ω. The nonpolar rate becomes

1/τ ≈ [mD₀²/(2ρω)]·(2T/ω) = mTD₀²/(ρω²).

It is proportional to T, just like the acoustic rate. The common factor mT cancels from their ratio, leaving D²/C = 0.18 for acoustic, 0.25 for intervalley and 0.11 for optical scattering. Without polar coupling the mobility tends to 0.18/0.54 ≈ 1/3 of μ_ac. A measured 1/T law would therefore not establish that acoustic phonons act alone. The limit is approached slowly: without polar coupling the local exponent is about −1.4 at 300 K and still −1.14 at 600 K. It also belongs to the parabolic model; a real band may depart from it first.

One might keep the formula and adjust D. Matching the total at 300 K requires D = 0.12 × √2.587 = 0.193 Ha. The formula then predicts 27,120 atomic units at 100 K, whereas the full calculation gives 55,323. The adjusted prediction is 49% of the full value. Near 300 K the total varies as T to the power −1.47, not −1. A single coupling has been made to absorb processes that freeze out differently.

**What the manuscript may conclude**

The number 995 cm²/(V s) may stand as an acoustic-limited mobility. It is an upper bound on the phonon-limited mobility of this model to the accuracy of its acoustic approximations, since the ordering compares calculations with the same band and the same acoustic scattering. For a real sheet, errors in those inputs can break the bound. The strain shift of a band edge need not equal the coupling that scatters electrons, and if D is overestimated, the formula can fall below the true mobility. Free-carrier screening can change both the acoustic and the polar coupling and would need its own calculation. A claim about the total requires the intervalley, optical and polar couplings, and those of any other phonons that scatter the electrons, such as transverse acoustic or flexural ones, as well as the piezoelectric coupling of the acoustic modes where symmetry allows it, or evidence that they are negligible at the temperature in question. The numerical output below gives the values for this model.

Calculated quantities

```
band mass = 0.5 m_e; acoustic coupling D = 0.12 Ha
stiffness C = 0.08 Ha/a0^2; mass density = 10000 m_e/a0^2
sound velocity = 0.002828 a.u.
intervalley: D0 = 0.05 Ha/a0, phonon = 0.001 Ha
optical: D0 = 0.06 Ha/a0, phonon = 0.0018 Ha
polar: Z = 1.0 e, reduced mass = 70000 m_e
polar: cell area = 40.0 a0^2, r0 = 80.0 a0, phonon = 0.0018 Ha
polar strength G2 = 3.916510e-03 Ha^2 a0^2
largest relative LO squared-frequency shift = 0.00866
kT at 300 K = 9.500435e-04 Ha
Bose numbers at 300 K: intervalley 0.53618, optical 0.17698
mobility conversion = 0.042544 cm^2/(V s) per a.u.
acoustic rate at 300 K = 8.55039e-05 a.u.
inelastic/formula acoustic rate, E=kT, 300 K = 0.99370
inelastic/formula acoustic rate, E=kT, 50 K = 0.96270
same at 300 K, sound velocity/10, C fixed = 0.999937
sheet potential/P at q=0.04: solved 1.49596, formula 1.49600 a.u.
nonpolar plateau below intervalley: rate 1.27864e-04 a.u., weight 0.28358
nonpolar plateau between: rate 2.23876e-04 a.u., weight 0.28115
nonpolar plateau above optical: rate 2.82725e-04 a.u., weight 0.43527
nonpolar closed-form mobility = 10026.38 a.u.
300 K acoustic only: 23390.7 a.u. = 995.13 cm^2/(V s)
300 K + intervalley: 11429.0 a.u. = 486.23 cm^2/(V s)
300 K + optical: 10026.4 a.u. = 426.56 cm^2/(V s)
300 K + polar (total): 9040.1 a.u. = 384.60 cm^2/(V s)
300 K separate estimate, intervalley: 27986.8 a.u.
300 K separate estimate, optical: 140492.8 a.u.
300 K separate estimate, polar: 124022.0 a.u.
300 K separate estimate, Matthiessen: 10676.5 a.u.
stochastic total mobility = 9042.7 +/- 9.9 a.u.
acoustic/total mobility at 300 K = 2.5874
T = 50 K: acoustic 140344.5 a.u., total 137723.0 a.u., total/acoustic 0.9813
T = 100 K: acoustic 70172.2 a.u., total 55322.6 a.u., total/acoustic 0.7884
T = 200 K: acoustic 35086.1 a.u., total 17218.3 a.u., total/acoustic 0.4907
T = 300 K: acoustic 23390.7 a.u., total 9040.1 a.u., total/acoustic 0.3865
T = 400 K: acoustic 17543.1 a.u., total 6067.2 a.u., total/acoustic 0.3458
local exponent d ln(mu)/d ln(T) at 300 K = -1.4749
D refitted to total mobility at 300 K = 0.19303 Ha
100 K mobility from refitted D = 27120.3 a.u.
100 K refitted/full mobility = 0.4902
```
